# Why resistivity saturates for modulated hopping but not for modulated levels

Anyone who computes the resistivity of a hot metal from snapshots of its vibrating lattice must decide whether the atomic displacements enter the current operator as well as the Hamiltonian. A related decision arises in Boltzmann theory: whether to cap the result once the mean free path falls below a lattice spacing. Both depend on what the phonons modulate. In niobium, moving atoms change the distances to their neighbours and hence the hopping. In alkali-doped fullerides, vibrations inside each molecule shift and mix the levels of that molecule. One model contains both cases, with the same electron spectrum in each.

## The model and its current

Take a simple cubic lattice of $N$ sites with constant $a$ and $n$ orbitals per site. The mean hopping is $-t$ between equal orbitals on neighbouring sites, so

$$\varepsilon_k=-2t(\cos k_xa+\cos k_ya+\cos k_za),$$

with bandwidth $W=12t$. The band is half filled. Phonons are slow and classical: the electrons see a static random Hamiltonian whose variance grows as $T$. Coulomb repulsion is left out.

In a field $F\cos\omega t$ the perturbation has matrix elements $eFx_{mn}\cos\omega t$, with $|x_{mn}|=|v_{mn}|/\omega$ at resonance. The golden rule gives the net absorbed power, including spin,

$$P=2\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2F^2}{4}\sum_{nm}\frac{|v_{mn}|^2}{\omega^2}(f_n-f_m)\,\delta(E_m-E_n-\hbar\omega).$$

Set this equal to $\sigma F^2\Omega/2$, where $\Omega$ is the volume. For $\omega\to0$, $f_n-f_m\to\hbar\omega(-f')$. If $k_BT$ is small compared with the width of the spectrum, $-f'$ acts as a delta function at the Fermi energy $E$, and

$$\sigma=\frac{2\pi e^2\hbar}{\Omega}\,\mathrm{Tr}\,[v_x\,\delta(E-H)\,v_x\,\delta(E-H)].$$

The velocity is $v_x=(i/\hbar)[H,x]$, or between sites

$$\langle i|v_x|j\rangle=\frac{i}{\hbar}H_{ij}(x_j-x_i).$$

Site positions are held at their mean values. A term within one site has $x_j=x_i$ and carries no current, while a hopping term does. This is the difference between the two couplings.

A scaling argument already shows its consequence. Multiply the whole Hamiltonian by $c$, keeping $E=0$. The two velocities contribute $c^2$ and the two delta functions $c^{-2}$, so $\sigma$ does not change. If strong phonons make the hopping almost entirely random, with all its elements growing as $\sqrt T$, heating merely rescales $H$ and $\sigma$ stops depending on $T$. If the phonons make the levels random, heating enlarges only the part of $H$ that carries no current, and the argument supplies no floor for $\sigma$.

## Same spectrum, different current

To get numbers, let the random terms be Gaussian.

- **Modulated hopping:** each bond acquires a random real matrix, independent of other bonds, whose elements have variance $w^2/n$. Define $v^2=6w^2$, where 6 is the number of neighbours.
- **Modulated levels:** each site acquires a random symmetric matrix $V$ with $\sum_b\langle V_{ab}^2\rangle=v^2$.

For large $n$, the averaged Green function contains only nested pairings of the random terms, because crossed pairings lose a free orbital sum and are smaller by powers of $1/n$. An electron leaves an orbital, propagates locally and returns by the same random element. The self-energy is $v^2G$ for levels. For hopping it is $6\cdot n\cdot(w^2/n)G=v^2G$ as well. Hence in both cases

$$G=\langle G_k\rangle,\qquad G_k=\frac{1}{E-v^2G-\varepsilon_k},$$

where the brackets average over $k$. Let $A_k=-\mathrm{Im}\,G_k/\pi$, and let $D=\langle A_k\rangle$ be the density of states per orbital and spin.

The mean hopping gives the velocity $(2ta/\hbar)\sin k_xa$. With $\Omega=Na^3$, its contribution is

$$\sigma_{\rm band}=\frac{2\pi e^2\hbar}{Na^3}\,Nn\,\frac{a^2}{\hbar^2}\langle(2t\sin k_xa)^2A_k^2\rangle .$$

In units of $ne^2/(\hbar a)$, written $s$ from here on,

$$s_{\rm band}=2\pi\langle(2t\sin k_xa)^2A_k^2\rangle .$$

Pairings that link the two Green functions across this velocity contain $\langle\sin k_xa\,G_kG'_k\rangle$, which vanishes because the integrand is odd in $k_x$. For modulated levels, $s_{\rm band}$ is therefore the whole result at large $n$.

For modulated hopping the random part of the velocity adds a second channel. Pairing it with a random hopping inside a Green function gives $\sum_j(x_j-x_i)w^2G=0$, since neighbours lie symmetrically. Pairing the two random velocities with each other gives, per site, two neighbours along $x$, $n^2$ matrix elements and two local densities:

$$\frac{2a^2}{\hbar^2}\,n^2\,\frac{w^2}{n}\,D^2=\frac{2a^2nw^2D^2}{\hbar^2}.$$

Multiplying by $2\pi e^2\hbar/a^3$ gives $4\pi w^2D^2$ in the chosen units, or

$$s_{\rm fl}=\frac{2\pi}{3}v^2D^2 .$$

These formulas were tested against Kubo sums over diagonalized random Hamiltonians on $3^3$ sites at $v^2=9t^2$. For $n=40$ the sums gave 0.244 for hopping and 0.112 for levels; the formulas, evaluated on the same 27 wave vectors and with the same Gaussian energy window, give 0.253 and 0.115. The densities of states of the two cases agreed, at $0.085/t$. At $n=10$ the sums were lower, 0.237 and 0.110. The gap thus narrows with $n$, though by less than the factor of four expected of a pure $1/n$ correction; the three random samples taken at $n=40$ do not settle the remainder.

## Weak scattering: Boltzmann theory

At half filling $E=0$ and the band is symmetric, so $G=-ig$ with $g=\pi D$. Writing $\Gamma=v^2g$,

$$A_k=\frac1\pi\frac{\Gamma}{\Gamma^2+\varepsilon_k^2},\qquad g=\left\langle\frac{\Gamma}{\Gamma^2+\varepsilon_k^2}\right\rangle .$$

For small $\Gamma$, $A_k^2$ is a narrow peak of area

$$\frac1{\pi^2}\int\frac{\Gamma^2\,d\varepsilon}{(\Gamma^2+\varepsilon^2)^2}=\frac1{2\pi\Gamma}.$$

Therefore

$$s_{\rm band}=\frac{\Phi}{\Gamma},\qquad \Phi=\langle(2t\sin k_xa)^2\delta(\varepsilon_k)\rangle,\qquad \Gamma=\pi D_0v^2,$$

where $D_0$ is the clean density of states. This is the Boltzmann result with $\hbar/\tau=2\Gamma$. Defining the coupling constant $\lambda$ by $\hbar/\tau=2\pi\lambda k_BT$ gives

$$v^2=\frac{\lambda k_BT}{D_0}.$$

For this band $D_0=0.1427/t$ and $\Phi=0.334t$. With $x=v^2/t^2$, which now denotes the disorder strength and no longer a position, the Boltzmann resistivity is $1/s=1.34x$, linear in $T$.

The mean squared speed at the Fermi energy, summed over three directions, is $3(a/\hbar)^2\Phi/D_0$. The nominal mean free path is this rms speed times $\tau$:

$$\frac{\ell}{a}=\frac{\sqrt{3\Phi/D_0}}{2\pi D_0v^2}\approx\frac{2.96}{x}.$$

It reaches one lattice spacing near $x=3$.

## Strong scattering: a ceiling in one case

Now let $v\gg t$ and put $u=1/x=t^2/v^2$. Define $y=v^2g^2$, so that $\Gamma^2=v^4g^2=v^2y$ and $t^2/\Gamma^2=u/y$. Each direction contributes a term to $\varepsilon_k$ with second moment $2t^2$ and fourth moment $6t^4$. Hence $\langle\varepsilon^2\rangle=6t^2$ and $\langle\varepsilon^4\rangle=3\cdot6t^4+3\cdot6\cdot(2t^2)^2=90t^4$. Multiplying the equation for $g$ by $\Gamma$ and expanding,

$$y=\left\langle\frac{\Gamma^2}{\Gamma^2+\varepsilon^2}\right\rangle=1-\frac{6u}{y}+\frac{90u^2}{y^2}+\dots$$

Inserting $1/y=1+6u$ in the second term gives

$$y=1-6u-36u^2+90u^2=1-6u+54u^2 .$$

Since $v^2D^2=y/\pi^2$, the fluctuating channel is

$$s_{\rm fl}=\frac{2}{3\pi}(1-6u+54u^2).$$

For the band channel we need $\langle4t^2\sin^2k_xa\rangle=2t^2$ and

$$\langle4t^2\sin^2k_xa\;\varepsilon^2\rangle=16t^4\left(\tfrac18+2\cdot\tfrac12\cdot\tfrac12\right)=10t^4 .$$

Then

$$s_{\rm band}=\frac2\pi\left(\frac{2t^2}{\Gamma^2}-\frac{20t^4}{\Gamma^4}\right)=\frac2\pi(2u+12u^2-20u^2)=\frac2\pi(2u-8u^2).$$

With modulated levels this is all there is, and

$$\frac1{s}=\frac{\pi x}{4(1-4/x)}\approx\frac\pi4(x+4).$$

The resistivity is again linear in $T$, but its slope has dropped from 1.34 to 0.785. A curve that bends downward is therefore not by itself evidence of a ceiling.

With modulated hopping, $s_{\rm band}$ equals $(2/3\pi)(6u-24u^2)$, and its first term cancels the first correction to $s_{\rm fl}$:

$$s=\frac2{3\pi}\left(1+\frac{30}{x^2}+\dots\right),\qquad \sigma_{\rm sat}=\frac{2ne^2}{3\pi\hbar a}.$$

As heating suppresses the ordinary band current, the randomly modulated bonds take over. Their squared current grows as $v^2$, while the squared density of states falls as $1/v^2$. The limit contains neither $t$ nor $\lambda$. A short mean free path invalidates the Boltzmann formula in both cases, but it does not create the ceiling; the current of the fluctuating bonds does.

In a real crystal one moving atom changes all its bonds together, so bonds are not independent. A test on $5^3$ sites with $n=5$ used shared random displacements and coupling matrices fixed for each bond direction. Doubling $v^2$ from $24t^2$ to $48t^2$ multiplied $\sigma$ by 0.97. The same doubling for independent random levels multiplied it by 0.53. The ceiling thus survives, but its height depends somewhat on the coupling matrices. For purely random hopping on the same lattice, shared displacements gave a $\sigma$ about 6% lower than independent bonds with general matrices, and about 13% higher with symmetric ones. Other draws of the matrices on $8^3$ sites, compared with independent bonds on $10^3$ sites, gave 3 to 8% lower and about 18% higher.

## Two sets of material parameters

A niobium-like set takes the rough values $n=5$, $a=0.26$ nm, $W=6$ eV and $\lambda=1$, so $t=0.5$ eV. The resistivity unit $\hbar a/(ne^2)$ is 21.4 µΩ cm, and the large-$n$ ceiling is $21.4\times3\pi/2\approx101$ µΩ cm. Purely random hopping with $n=5$ gives a value 3 to 5% higher on lattices of $7^3$ to $10^3$ sites. At 2500 K, $k_BT=0.2154$ eV, so

$$x=\frac{\lambda k_BT}{D_0t^2}=\frac{0.2154}{0.1427\times0.5}=3.02 .$$

The nominal mean free path is $0.98a$. Boltzmann theory gives $21.4\times1.34\times3.02\approx87$ µΩ cm. The full model gives 57 µΩ cm. Keeping the spectrum fixed but removing the fluctuating current, as if levels were modulated, gives 73 µΩ cm. Even this close to melting, the model is only a little over halfway to its ceiling, so its saturation is partial. At a fictitious 10,000 K the two couplings separate clearly, with 91 µΩ cm for hopping and 245 µΩ cm for levels. These two values leave out thermal smearing, which is no longer small there because $k_BT\approx0.5v$; it raises them to about 104 and 273 µΩ cm, which puts the hopping value just above the ceiling derived for a sharp Fermi energy. With $n=5$ instead of large $n$, the hopping value is also roughly 4% higher.

A fulleride-like set takes the rough values $n=3$, $a=0.90$ nm, $W=0.6$ eV and $\lambda=0.8$. The three orbitals are coupled by traceless symmetric matrices, the form of the Jahn–Teller coupling in the molecule. The ceiling that modulated hopping would impose is 581 µΩ cm. At 500 K, where $x=4.8$ and $\ell=0.61a$, modulated levels give 634 µΩ cm, already above it. Both are large-$n$ values. Diagonalization with $n=3$ on $8^3$ sites raises the ceiling by roughly 7% and the level value by 2 to 3% (only about 1% in Kubo sums on $14^3$ sites), so the margin at 500 K is small. Continuing the model to 1000 and 2000 K gives 1160 and 2150 µΩ cm, against 505 and 553 µΩ cm for modulated hopping. These last values keep $-f'$ as a delta function although $k_BT$ has reached $0.55v$ and $0.78v$; thermal smearing raises them to about 1310 and 2890 µΩ cm for levels and to about 590 and 780 µΩ cm for hopping, so the hopping values then pass the 581 µΩ cm ceiling. Kubo sums with $n=3$ also put the two hopping values 7 to 9% higher, depending on lattice size, while the two level values change by no more than about 4%, depending on the energy window. All four show how the couplings differ and are not predictions for a material.

## How far the model reaches

Measured niobium has a resistivity of very roughly 100 µΩ cm near melting, well above the model's 57 µΩ cm. Several omissions can be sized at 2500 K:

- Thermal smearing raises $\rho$ by 1.7%.
- Diagonalization with $n=5$ on $6^3$ sites lowers $\sigma$ by 4% relative to the large-$n$ formula; on $5^3$ sites the reduction is about 6%, and Kubo sums on $10^3$ sites give about 3%.
- If hopping follows a $d^{-5}$ law in bond length $d$, its curvature raises the mean hopping by about 9% to second order, for an rms bond strain of 8% at fixed mean bond length. If the mean atomic positions are fixed instead, sideways motion lengthens the bonds and the increase is only about 6%. The strain is estimated for atoms vibrating independently with a phonon energy of 0.02 eV.
- Geometry matters more. The fluctuating channel scales as $d^2$ divided by the volume per site, so the bcc lattice multiplies $\sigma_{\rm sat}$ by 1.19 and lowers the ceiling to about 85 µΩ cm.

None of these closes the gap. Other values of $W$ and $\lambda$ would move the model closer to its ceiling or further from it, but they do not enter the ceiling itself. For the bcc lattice that ceiling is close to the measured value, and correlations between bonds raise it by up to about 10% or lower it by 10 to 15%, so these rough numbers do not settle which of the two is higher. The simplified band may contribute, but the cause is not established here.

For the fullerides the reservations are more serious. Measured resistivities at several hundred kelvin are of the order of 1 mΩ cm or more, so the model is again low. With a rough repulsion of 1 eV, $U/W$ is 1.7, and its effect on $\rho$ is not computed here. Nor are all the vibrations classical. At 500 K a 0.03 eV mode has a variance 4% above the classical value, but for a 0.18 eV mode the excess is 115%. This excess includes zero-point motion and cannot simply be added to the thermal scattering. That phonon energy is also 1.2 times the level width, so the mode is not slow. The calculation therefore explains why a ceiling can be absent, and does not predict the measured curve.

Both limiting laws also have an upper end. Static level disorder at finite $n$ can localize the electrons, which lowers $\sigma$ further. At 500 K, diagonalization with $n=3$ gives a $\sigma$ 6% below the large-$n$ formula on $6^3$ sites, but only about 2% below on $8^3$ sites, and Kubo sums on $14^3$ sites give about 1%. With so few random samples, the size of the reduction is not settled beyond a few percent. How moving phonons alter localization is outside the static model.

The hopping ceiling in turn requires $k_BT\ll v$. Since $v^2=\lambda k_BT/D_0$, this means $k_BT\ll\lambda/D_0$, which is 3.5 eV for the niobium-like set. This competes with the condition $x\gg1$, because $k_BT/v=D_0t\sqrt{x}/\lambda=0.143\sqrt{x}/\lambda$. At $x=10$, where $\rho$ is still 12% below the ceiling, the ratio is already $0.45/\lambda$. For $\lambda\approx1$ the resistivity with modulated hopping therefore flattens and passes through the ceiling value, and a true plateau needs $\lambda\gg1$. Far above that, $-f'\approx1/(4k_BT)$ across a spectrum whose width grows as $\sqrt T$. The conductivity then falls as $\sqrt T/T=T^{-1/2}$, and even modulated hopping gives a rising resistivity.

For the opening decision, the model gives a conditional rule. When phonons modulate hopping, the displaced hopping must enter the current operator too; omitting it here raises $\rho$ from 57 to 73 µΩ cm at 2500 K and removes the ceiling. When they modulate levels within a site, the current operator stays as it is, and a cap imposed because $\ell<a$ has no basis in this model. The numerical output gives the remaining temperatures and the mesh shifts.

## Calculated quantities

```
TESTS (conductivity in units of n e^2/(hbar a))
hopping, x=9: theory 0.2531, Kubo sum n=10 0.2365, n=40 0.2435
levels, x=9: theory 0.1145, Kubo sum n=10 0.1098, n=40 0.1118
density of states (1/t): theory 0.0857, hopping 0.0853, levels 0.0853
clean band: D0 = 0.1427 /t, Phi = 0.3341 t
slope of 1/s against x: weak 1.3414, strong (levels) 0.7854
band channel / Boltzmann value at x=0.3: 1.0263
x=2000: x*s_levels = 1.2707 (limit 1.2732), 1/x^2 coefficient = 29.81
x:                       1      2      4      7     10     15     20     30     50    100
rho/rho_sat hopping: 0.252  0.436  0.655  0.806  0.876  0.930  0.955  0.977  0.990  0.997
rho/rho_sat levels:  0.264  0.499  0.924  1.508  2.062  2.953  3.823  5.534  8.912 17.285
sigma(x=48)/sigma(x=24), n=5: displacement-modulated hopping 0.972, levels 0.525
NIOBIUM-LIKE: modulated hopping, n=5, a=0.26 nm, W=6.0 eV, lambda=1.0
t = 0.500 eV, hbar a/(n e^2) = 21.4 uOhm cm, hopping-case limit rho_sat = 100.7 uOhm cm
T(K)  x  path/a | rho(uOhm cm): Boltzmann, hopping, levels
   500   0.604   4.90 |     17.3     16.2     16.5
  1000   1.208   2.45 |     34.6     29.8     31.6
  2500   3.020   0.98 |     86.5     57.0     72.6
 10000  12.080   0.24 |    346.2     91.0    245.2
k-mesh shift of sigma at 500 K: -0.0176 %
neglected at 2500 K: thermal smearing changes rho by +1.7 %
  finite n, static disorder: sigma -3.7 % (sampling error 0.5 %)
  phonon 0.02 eV: quantum variance +0.1 %, energy/level width 0.02
  bcc geometry multiplies sigma_sat by 1.19
FULLERIDE-LIKE: modulated levels, n=3, a=0.9 nm, W=0.6 eV, lambda=0.8
t = 0.050 eV, hbar a/(n e^2) = 123.2 uOhm cm, hopping-case limit rho_sat = 580.8 uOhm cm
T(K)  x  path/a | rho(uOhm cm): Boltzmann, hopping, levels
   250   2.416   1.22 |    399.4    287.5    343.2
   500   4.832   0.61 |    798.8    413.0    633.5
  1000   9.664   0.31 |   1597.7    505.4   1162.2
  2000  19.328   0.15 |   3195.4    553.2   2152.8
k-mesh shift of sigma at 250 K: -0.0000 %
neglected at 500 K: thermal smearing changes rho by +4.4 %
  finite n, static disorder: sigma -6.4 % (sampling error 1.2 %)
  phonon 0.03 eV: quantum variance +4.0 %, energy/level width 0.20
  phonon 0.18 eV: quantum variance +115.4 %, energy/level width 1.17
  fcc geometry multiplies sigma_sat by 1.26
niobium-like: filling 0.4 changes sigma_sat by -2.5 %
  2500 K: rms bond strain 7.8 %, mean hopping (d^-5 law) +9.0 %
fulleride-like: rough Coulomb U = 1.0 eV, U/W = 1.67 (neglected)
```
